Classical oscillator counting and the energy-resolved dissociation rate of precursors, part 2

Following precursor molecules by energy requires a dissociation rate k(E). The choice is between the classical law and a count of quantum states, and the zero of E matters.

The molecule is s harmonic oscillators with angular frequencies ω_i, whose product is Ω. The algebra uses atomic units (ħ = 1, h = 2π), so a quantum has energy ω_i. Oscillator 1 is critical, E₀ is the threshold and kT the thermal energy.

**Classical results, with E from the potential minimum**

k(E) = A (1 − E₀/E)^(s−1) for E > E₀, and k(E) = 0 for E < E₀.

Here A = ω₁/2π if the other frequencies stay fixed. The power is the probability P that oscillator 1 holds at least E₀. The thermal population and average rate are

f(E) = E^(s−1) exp(−E/kT)/[(s−1)! (kT)^s],

⟨k⟩ = A exp(−E₀/kT).

Reacting molecules have mean energy E₀ + s kT. If the other modes have frequency product Ω′ at the dividing surface (the critical stretch),

k(E) = [Ω/(2πΩ′)] (1 − E₀/E)^(s−1).

For a Morse critical bond of depth E₀, at fixed flux, the rate is divided by the density factor

R = [(s−1)/E] ∫₀^(E₀) (1 − e/E₀)^(−1/2) (1 − e/E)^(s−2) de.

Steady decay at k(E) also requires energy exchange that refills the favourable states (enough energy in oscillator 1) within about one critical period.

The crossing test listed in the output sampled uncoupled classical oscillators with s = 4, E = 1, E₀ = 0.4 and ω₁ = 0.7 in atomic units.

**Quantum count**

From here on, E is measured from the quantum ground level unless stated otherwise. The zero-point energy is E_z = Σω_i/2. W(E) is the number of states at energy E on a grid containing all the quanta. For E₀ a whole number of critical quanta, and with the classical A kept as a modelling assumption,

k_q(E) = A W(E − E₀)/W(E).

**The thermal rate is again the same**

Let Q = Σ W(E) exp(−E/kT), summed over the energy grid. The thermal average of the quantum rate is

⟨k_q⟩ = (A/Q) Σ W(E − E₀) exp(−E/kT).

Shifting the summation variable by E₀ takes out exp(−E₀/kT) and leaves Q, which cancels. Hence ⟨k_q⟩ = A exp(−E₀/kT), as in the classical model. This equality rests on keeping A. Counting instead the open states of the other s − 1 modes at the dividing surface, with E₀ as the difference of ground levels, replaces A by (kT/2π)[1 − exp(−ω₁/kT)], which approaches A only when kT is much larger than ω₁. For the example below, at 1100 K, it is 0.74 A. Each k(E) must be averaged over the population of its own model. A classical k(E) averaged over the quantum population doesn't in general give this rate. The mean energy of reacting molecules is E₀ plus the mean thermal vibrational energy.

Measured from the ground level, that thermal energy is smaller than the classical value, which is measured from the potential minimum. For x = ω/kT, a quantum oscillator has mean energy kT x/(exp(x) − 1). Since exp(x) − 1 > x, this is less than kT. Measured from the potential minimum, the quantum value is instead larger than kT, because adding the zero-point energy ω/2 gives (ω/2) coth(x/2). The two models therefore agree on the thermal rate but place the reacting molecules at different energies. Thermal high-pressure rates at several temperatures can determine A and E₀, but not s.

**How the classical law emerges, and which energy zero it prefers**

For many quanta in every mode, W can be replaced by a smooth density ρ(E) times the grid spacing. With β = 1/kT, the sum over states factorizes into

Q(β) = Π_i 1/(1 − exp(−βω_i)).

Use 1 − exp(−x) = 2 exp(−x/2) sinh(x/2), and expand the hyperbolic sine for small x:

Q(β) = [exp(βE_z)/(β^s Ω)] (1 − β² Σω_i²/24 + …).

The leading factor is the Laplace transform of a power that starts at E = −E_z. This follows from the substitution y = E + E_z in the integral of y^(s−1)exp(−βE). The smooth density is therefore, to this order,

ρ(E) ≈ (E + E_z)^(s−1)/[(s−1)! Ω].

Taking the ratio at E − E₀ and E gives

k_q(E) ≈ A [1 − E₀/(E + E_z)]^(s−1).

This is the classical law with total energy measured from the potential minimum. When E and E − E₀ are both much larger than s E_z, the zero-point shift ceases to matter. At lower energies its omission reduces the numerator by a larger factor than the denominator, and the rate becomes too small.

The approach to the classical limit was tested with quanta 2, 3, 5 and 7 and E₀/E = 0.4. The quantum ratio differed from 0.6³ by 8.5 × 10⁻³ of that value at E = 2000, and by 8.5 × 10⁻⁴ at E = 20,000. The zero-point shift accounts for this. Here E_z = 8.5, and the first relative correction at E = 2000 is 3 × 8.5 × (1/1200 − 1/2000) = 8.5 × 10⁻³.

**A precursor in a hot deposition zone**

The example represents loss of one methyl group from a trimethyl metal precursor. The parameters are round and roughly typical of that class of molecule, not data for a particular compound. There are 33 modes:

C–H stretches: 9 at 0.36 eV
CH₃ deformations: 9 at 0.17 eV
CH₃ rocks: 6 at 0.08 eV
metal–C stretches: 3 at 0.06 eV
skeletal bends: 3 at 0.02 eV
CH₃ torsions: 3 at 0.01 eV

One metal–C stretch is critical. Its 0.06 eV quantum divided by Planck's constant gives A = 1.45 × 10¹³ s⁻¹. The threshold is 3.00 eV, or 50 critical quanta, and the zero-point energy is 2.76 eV.

Take E = 5 eV above the ground level. If the classical law is used with this E directly, then

1 − 3/5 = 0.400
0.400³² = 1.84 × 10⁻¹³
k = 1.45 × 10¹³ × 1.84 × 10⁻¹³ = 2.7 s⁻¹.

For the reading from the potential minimum, the total energy is 5 + 2.76 = 7.76 eV. In the tabulated numbers the critical oscillator must reach the energy of its level with 50 quanta, including its own zero-point energy: 3 + 0.03 = 3.03 eV. Thus

k = 1.45 × 10¹³ × (1 − 3.03/7.76)³² = 1.9 × 10⁶ s⁻¹.

Using 3.00 eV instead, as in the smooth-density formula, would raise this by a factor of about 1.2. The quantum count gives 3.0 × 10⁵ s⁻¹.

The same comparison at four energies, with rates in s⁻¹, is:

E (eV) | ground-level law | minimum-based law | quantum count
4 | 7.9 × 10⁻⁷ | 7.9 × 10⁴ | 1.5 × 10³
5 | 2.7 | 1.9 × 10⁶ | 3.0 × 10⁵
6 | 3.4 × 10³ | 1.8 × 10⁷ | 6.5 × 10⁶
8 | 4.3 × 10⁶ | 3.7 × 10⁸ | 2.5 × 10⁸

At these energies the quantum count lies between the two classical readings. This is a result for this set of modes, not a general bound. At 5 eV the ground-level law is too small by a factor of about 10⁵, while the minimum-based law is too large by about 6. At 8 eV these factors are about 58 and 1.5.

The remaining error of the minimum-based law is not surprising. The β² term in Q corresponds to a relative correction of −(s−1)(s−2)Σω_i²/[24(E + E_z)²] to the density. At E = 5 eV this is about −1.0 in the denominator of the rate and −2.7 in the numerator, where E is replaced by E − E₀. The expansion is therefore not accurate here, although its sign correctly indicates that the smooth density counts too many states, especially in the numerator.

**Why one reduced s is not a general repair**

A common number s_eff can be chosen to make the ground-level law equal the quantum count at one energy:

s_eff = 1 + ln(k_q/A)/ln(1 − E₀/E).

It is 17.6 at 4 eV, 20.3 at 5 eV, 22.1 at 6 eV and 24.4 at 8 eV. Keeping the value fitted at 5 eV makes the rate too small by a factor of about 44 at 4 eV, and too large by about 7 at 8 eV. A fitted s is thus an interpolation parameter for a narrow energy range. It isn't a count of the modes that take part.

**Thermal rate and finite pressure**

At 1100 K, kT = 0.0948 eV. Both models give the high-pressure rate

1.45 × 10¹³ × exp(−3/0.0948) = 0.26 s⁻¹,

which corresponds to a lifetime of 3.8 s. The mean energy of reacting molecules is 3 + 3.13 = 6.13 eV in the classical model, measured from the potential minimum. In the quantum model it is 3 + 1.47 = 4.47 eV, measured from the ground level, or 4.47 + 2.76 = 7.23 eV from the potential minimum.

At finite pressure, dissociation can deplete the energetic molecules faster than collisions replace them. Assume strong collisions: each collision, at frequency Z, returns a molecule to the thermal distribution f(E). For N molecules in total, the number n(E) at energy E obeys

dn/dt = Z f N − [Z + k(E)] n.

If the overall loss is slow compared with Z, the left side can be neglected. Then n = Z f N/(Z + k), and the overall rate is

k_uni = Σ f(E) Z k(E)/[Z + k(E)].

For a continuous energy, the sum is an integral. Large Z restores the thermal average. When Z is much smaller than k for the molecules above threshold that matter, k_uni becomes Z times the thermal population above threshold.

The collision frequency is that of hard spheres:

Z = (p/kT) πd² √(8kT/πμ).

For p = 1 Torr, diameter d = 6 Å and reduced mass μ = 20 atomic mass units, Z = 1.1 × 10⁷ s⁻¹. The overall rate of 0.26 s⁻¹ is far smaller, as the steady-state step requires. The rate lies below its high-pressure value by 0.6 per cent with the classical k(E) and population, and by 1.6 per cent with the quantum ones. A collisional master equation on the quantum levels up to 15 eV, started from a thermal population, gave a mean lifetime equal to 1/k_uni within 0.2 per cent.

Less effective collisions would increase the shortfall. Within the strong-collision formula, reducing Z tenfold can increase the quantum shortfall at most tenfold, to 16 per cent, because k/(Z/10 + k) ≤ 10k/(Z + k). A gas that transfers energy in small steps needs a model of those steps.

**The other neglected effects**

The prefactor is the largest uncertainty in the thermal rate among the effects sized here. If five of the other modes have half their original frequencies at the dividing surface, Ω/Ω′ rises by 2⁵ = 32. The classical rate then rises by 32 at every energy above threshold. This is an illustrative softening, not a calculated structure.

A threshold shift of 0.1 eV is of the order of kT and can stand for neglected rotation or an error in the bond energy. Lowering E₀ by this amount at E = 5 eV, with A fixed, multiplies the ground-level classical rate by 4.8 and the quantum rate by 2.3. The lowered threshold of 2.90 eV isn't a whole number of critical quanta, so the quantum factor uses W(E − E₀) as an interpolation, not as an exact count. The thermal rate at 1100 K rises by exp(0.1/0.0948), or about 2.9.

For one Morse bond with depth 3 eV, the classical density factor R at 5 eV is 1.03. The classical rate falls by about 3 per cent. This doesn't size anharmonicity in the other modes or its effect on the quantum count.

**The model beside a real reactor**

A threshold near 3 eV is of the right order for removing a methyl group from such a precursor, but it varies with the metal. Activation energies reported for the pyrolysis of trimethylgallium and trimethylindium are lower, roughly 2.6 and 2.0 eV. At 1100 K a threshold lower by 0.5 eV raises the thermal rate about 200-fold, so the rates given here are not predictions for any compound. The prefactor is less typical: simple fission of metal–alkyl bonds can have high-pressure prefactors of roughly 10¹⁵ s⁻¹ or more. The model follows one bond and keeps the other modes stiff. Three equivalent bonds would add three equal fluxes, and the illustrative softening would contribute another factor of 32. In the classical model they would together raise A to about 1.4 × 10¹⁵ s⁻¹ and the high-pressure thermal rate to about 25 s⁻¹. With quantized modes, the gain from softening also depends on how zero-point energy enters the threshold. If five CH₃ rocks are halved in frequency and 3 eV is kept as the difference between the ground levels of the molecule and the dividing surface, the gain at 1100 K is about 12 instead of 32, and the rate is about 10 s⁻¹. The small pressure correction found above would then no longer apply, because k(E) would be much larger at the same Z. A temperature of 1100 K is hot for growing arsenides from such precursors but below the usual range for gallium nitride, and 1 Torr is below the tens of Torr usual in low-pressure growth. Radical chains and reactions on the wafer or walls can also consume precursor, so k_uni is not a film growth rate.

**Choosing the routine**

For a high-pressure thermal rate within this model, use A exp(−E₀/kT); no choice of s is needed. For energy-resolved rates, or for pressures at which k(E) competes with Z, use the state count when the mean energy per mode is comparable with or below the larger quanta. At 5 eV the mean share here is 5/33 = 0.15 eV, below the C–H stretching quantum of 0.36 eV. The minimum-based classical law can serve as a rough estimate at the higher energies of the table, where its error is a factor of 1.5 at 8 eV.

At 5 eV the quantum lifetime is 3.4 μs, about 5 × 10⁷ periods of the critical oscillator. Exchange that is fast compared with this lifetime keeps the decay exponential, but the rate comes close to the counted value only if exchange also refills the favourable states within about one period, without making the motion along the critical bond diffusive. The harmonic model can't show that either condition is met. The numerical output lists the inputs and results to more digits.

Computed values

```
INPUTS
C-H stretch: 9 modes, quantum 0.36 eV
CH3 deformation: 9 modes, quantum 0.17 eV
CH3 rock: 6 modes, quantum 0.08 eV
metal-C stretch: 3 modes, quantum 0.06 eV
skeletal bend: 3 modes, quantum 0.02 eV
CH3 torsion: 3 modes, quantum 0.01 eV
modes s = 33; threshold E0 = 3.00 eV
critical quantum = 0.06 eV; A = 1.4508e+13 1/s
zero-point energy = 2.760 eV
T = 1100 K; kT = 0.09479 eV; pressure = 1.0 Torr
collision diameter = 6.0 angstrom; reduced mass = 20 u
CLASSICAL LAW, energies from ground level
E = 5.0 eV: 1-E0/E = 0.400; probability = 1.845e-13
s = 6: k(5.0 eV) = 1.486e+11 1/s
s = 12: k(5.0 eV) = 6.085e+08 1/s
s = 33: k(5.0 eV) = 2.676e+00 1/s
RATES in 1/s: ground-level classical, minimum classical, quantum
E = 4.0 eV: 7.865e-07, 7.907e+04, 1.463e+03; effective s = 17.60
E = 5.0 eV: 2.676e+00, 1.912e+06, 2.956e+05; effective s = 20.33
E = 6.0 eV: 3.378e+03, 1.830e+07, 6.496e+06; effective s = 22.09
E = 8.0 eV: 4.263e+06, 3.676e+08, 2.458e+08; effective s = 24.37
quantum lifetime at 5.0 eV = 3.383e-06 s
THERMAL RATE
A exp(-E0/kT) = 2.6107e-01 1/s; lifetime = 3.830 s
mean energy: classical 3.128 eV, quantum 1.471 eV
mean energy of reacting molecules: classical 6.128 eV, quantum 4.471 eV
NEGLECTED EFFECTS
collision frequency Z = 1.071e+07 1/s
rate at pressure / high-pressure rate: classical 0.9937, quantum 0.9843
5 surface frequencies halved: rate times 32
threshold lowered 0.10 eV at 5.0 eV: classical x4.76, quantum x2.26
Morse bond, classical density at 5.0 eV: x1.0274
TEST VALUES
sampled / predicted crossing rate = 1.0020
fraction ever crossing: 1 period 0.2164, 3 periods 0.2164, predicted 0.2160
quantum-classical relative difference: 8.48e-03 at 2000 units, 8.50e-04 at 20000 units
```
